# Mean energy of nondegenerate electrons crossing a ballistic plane: test program

```python
"""Mean energy carried by nondegenerate electrons across a ballistic plane.

Result under test: <E> = (d+1) kT/2 above the band edge at the plane,
for d = 1, 2, 3, where <E> = (energy flux)/(particle flux).
Symbols: d dimension, kT thermal energy, eta = (source Fermi level - edge)/kT,
alpha nonparabolicity in E(1+alpha E) = hbar^2 k^2/2m, hw = hbar*omega of the
inverted parabola at the barrier top, lam mean free path for backscattering.
Dimensionless wave vectors u are scaled so that E/kT = u^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import expit
from scipy.spatial.transform import Rotation

DIMS = (1, 2, 3)
ideal = {d: (d + 1) / 2 for d in DIMS}

# ---------- velocity-space quadrature from the definition ----------
nodes, weights = np.polynomial.legendre.leggauss(60)
UMAX = 7.0


def half_space(d):
    """Points with u_x > 0: returns u_x, E/kT and quadrature weights."""
    ux, wx = UMAX * (nodes + 1) / 2, weights * UMAX / 2
    ut, wt = UMAX * nodes, weights * UMAX
    grids = np.meshgrid(ux, *([ut] * (d - 1)), indexing="ij")
    wgrids = np.meshgrid(wx, *([wt] * (d - 1)), indexing="ij")
    return grids[0], sum(g**2 for g in grids), np.prod(wgrids, axis=0)


flux_mean, longitudinal, present_mean = {}, {}, {}
for d in DIMS:
    ux, energy, w = half_space(d)
    boltz = w * np.exp(-energy)
    flux = np.sum(ux * boltz)
    flux_mean[d] = np.sum(ux * energy * boltz) / flux
    longitudinal[d] = np.sum(ux**3 * boltz) / flux
    present_mean[d] = np.sum(energy * boltz) / np.sum(boltz)
    assert abs(flux_mean[d] - ideal[d]) < 1e-7
    assert abs(longitudinal[d] - 1) < 1e-7
    assert abs(present_mean[d] - d / 2) < 1e-7
    # net flux between two Fermi-Dirac contacts, far from degeneracy
    for bias in (0.2, 1.0, 19.0):
        net = w * ux * (expit(-12 - energy) - expit(-12 - bias - energy))
        assert abs(np.sum(net * energy) / np.sum(net) - ideal[d]) < 2e-5

# ---------- random gas: count the particles that really cross ----------
rng = np.random.default_rng(7)
counted, counted_error = {}, {}
for d in DIMS:
    velocity = rng.standard_normal((1_000_000, d))   # kT = m = 1
    start = -7 * rng.random(len(velocity))
    crossed = start + velocity[:, 0] > 0             # after unit time
    e_cross = 0.5 * np.sum(velocity[crossed]**2, axis=1)
    counted[d] = e_cross.mean()
    counted_error[d] = e_cross.std() / np.sqrt(len(e_cross))
    assert abs(counted[d] - ideal[d]) < 5 * counted_error[d]

# ---------- tilted ellipsoidal band in three dimensions ----------
rot = Rotation.from_euler("xyz", [0.5, 0.7, 0.3]).as_matrix()
inverse_mass = rot @ np.diag([1.0, 1.0, 0.2]) @ rot.T
axis = np.linspace(-9, 9, 101)
k = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
gradient = inverse_mass @ k
energy = np.sum(k * gradient, axis=0)
outgoing = np.maximum(gradient[0], 0) * np.exp(-energy)
ellipsoid_mean = np.sum(outgoing * energy) / np.sum(outgoing)
assert abs(ellipsoid_mean - 2) < 5e-3      # grid error at the v_x = 0 plane

# ---------- example parameters (rough, round) ----------
T = 300.0                  # K
mass_ratio = 0.05
alpha = 1.2                # 1/eV
barrier = 0.10             # eV, edge above source Fermi level
drain_bias = 0.5           # V
thickness = 8.0            # nm
layer = 10.0               # nm, potential falls by kT over this length
mobility = 2000.0          # cm^2/Vs
m = mass_ratio * sc.m_e
kT = sc.k * T / sc.e       # eV
eta = -barrier / kT
z = np.exp(eta)

# ---------- discrete transverse modes: narrow and wide channels ----------
n = np.arange(-2000, 2001)


def transverse_mean(width_nm):
    kt = 2 * np.pi * n / (width_nm * 1e-9)           # periodic edges
    e = (sc.hbar * kt)**2 / (2 * m * sc.e * kT)
    return np.sum(e * np.exp(-e)) / np.sum(np.exp(-e))


forward = quad(lambda e: e * np.exp(-e), 0, 50)[0]
narrow = forward + transverse_mean(thickness)
wide2 = forward + transverse_mean(1000.0)
wide3 = forward + 2 * transverse_mean(1000.0)
assert abs(narrow - 1) < 1e-5
assert abs(wide2 - 1.5) < 1e-6 and abs(wide3 - 2) < 1e-6

# ---------- current through the film: two routes ----------
v_inj = np.sqrt(2 * sc.k * T / (np.pi * m))          # m/s
density = m * sc.k * T / (np.pi * sc.hbar**2) * z    # 1/m^2, both directions
source_current = sc.e * density / 2 * v_inj          # A/m
modes = quad(lambda t: np.sqrt(t) * np.exp(-t), 0, 50)[0]
landauer = (2 * sc.e / sc.h) * z * sc.k * T * modes
landauer *= np.sqrt(2 * m * sc.k * T) / (np.pi * sc.hbar)
assert abs(source_current / landauer - 1) < 1e-6
current = source_current * (1 - np.exp(-drain_bias / kT))   # A/m = uA/um
power = current * ideal[2] * kT                             # uW/um


def mode_mean(d, weight):
    """Mean E/kT with mode number E^((d-1)/2) and a given energy weight."""
    p = (d - 1) / 2
    top = quad(lambda t: t**(p + 1) * weight(t), 0, 60, limit=200)[0]
    return top / quad(lambda t: t**p * weight(t), 0, 60, limit=200)[0]


# ---------- degeneracy ----------
degenerate = {}
for d in DIMS:
    degenerate[d] = mode_mean(
        d, lambda t: expit(eta - t) - expit(eta - drain_bias / kT - t))
    first_order = ideal[d] * (1 + z / 2**((d + 3) / 2))
    assert abs(degenerate[d] - first_order) < z**2   # next order in z


# ---------- nonparabolic band ----------
def nonparabolic_mean(d, a):
    """k-space flux average for an isotropic band, a = alpha*kT."""
    def e(q):
        return (-1 + np.sqrt(1 + 4 * a * q * q)) / (2 * a)

    def flux(q):
        return q**(d - 1) * (e(q + 1e-4) - e(q - 1e-4)) * 5e3 * np.exp(-e(q))
    top = quad(lambda q: e(q) * flux(q), 0, 12, epsabs=1e-8, limit=200)[0]
    return top / quad(flux, 0, 12, epsabs=1e-8, limit=200)[0]


a = alpha * kT
bulk_mean = nonparabolic_mean(3, a)
assert abs(bulk_mean - (2 + 6 * a) / (1 + 2 * a)) < 1e-5
assert abs(nonparabolic_mean(1, a) - 1) < 1e-5

# ---------- subbands of a hard-wall film and wire ----------
conf = (sc.hbar * np.pi / (thickness * 1e-9))**2 / (2 * m * sc.e)   # eV


def edge(c):
    return (-1 + np.sqrt(1 + 4 * alpha * c)) / (2 * alpha)


def film_mean(number):
    """Mean E/kT above the lowest subband edge with several subbands."""
    top = bottom = 0.0
    for j in range(1, number + 1):
        c = j * j * conf
        e0 = edge(c)
        gap = (e0 - edge(conf)) / kT

        def width(t):
            e = e0 + kT * t
            return np.sqrt(max(e * (1 + alpha * e) - c, 0)) * np.exp(-t - gap)
        top += quad(lambda t: (t + gap) * width(t), 0, 50, limit=200)[0]
        bottom += quad(width, 0, 50, limit=200)[0]
    return top / bottom


film_one, film_two = film_mean(1), film_mean(2)
a_film = a / (1 + 2 * alpha * edge(conf))
assert abs(film_one - nonparabolic_mean(2, a_film)) < 1e-5
film_gap = edge(4 * conf) - edge(conf)
wire_gap = edge(5 * conf) - edge(2 * conf)
pair = 2 * np.exp(-wire_gap / kT)                    # two equal subbands
wire_shift = pair / (1 + pair) * wire_gap / kT

# ---------- tunnelling through the barrier top ----------
for eps in (-0.1, 0.0, 0.2):                         # E_x/hw
    far = 20.0
    kf = np.sqrt(far**2 + 2 * eps)
    slope = far / kf                                 # dk/dx on the right
    psi0 = 1 / np.sqrt(kf)
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (far, -far),
                    [complex(psi0), (1j * kf - slope / (2 * kf)) * psi0],
                    method="DOP853", rtol=1e-8, atol=1e-10)
    psi, dpsi = sol.y[:, -1]
    incident = (psi + (dpsi - slope / (2 * kf) * psi) / (1j * kf)) / 2
    transmitted = 1 / (kf * abs(incident)**2)
    assert abs(transmitted - expit(2 * np.pi * eps)) < 3e-3  # finite range

hw = sc.hbar * np.sqrt(2 * sc.k * T / m) / (layer * 1e-9) / sc.e    # eV
half = hw / (2 * kT)
long_tunnel = half / np.tan(half)


def leak(t):
    return np.exp(-t) * expit(2 * np.pi * t * kT / hw)


direct = (quad(lambda t: t * leak(t), -20, 50, points=[0], limit=300)[0]
          / quad(leak, -20, 50, points=[0], limit=300)[0])
assert abs(direct - long_tunnel) < 1e-6

# ---------- weak elastic backscattering ----------
diffusion = mobility * 1e-4 * kT                     # m^2/s
lam = 2 * diffusion / v_inj * 1e9                    # nm
reflect = layer / lam / 2**16                        # one very thin sheet
through = 1 - reflect
for _ in range(16):                                  # double the stack
    loop = 1 - reflect**2
    reflect, through = (reflect + through**2 * reflect / loop,
                        through**2 / loop)
pass_prob = lam / (lam + layer)
assert abs(through - pass_prob) < 1e-4
scattered = {}
for d in DIMS:
    scattered[d] = mode_mean(d, lambda t: np.exp(-t) * (lam * t / ideal[d])
                             / (lam * t / ideal[d] + layer))


def percent(value, d):
    return 100 * (value / ideal[d] - 1)


# ---------- output ----------
print(f"temperature {T:.0f} K, kT = {1e3*kT:.2f} meV")
print(f"mass {mass_ratio} m0, alpha {alpha} 1/eV")
print(f"barrier above source Fermi level {barrier:.2f} eV")
print(f"eta = {eta:.3f}, exp(eta) = {z:.4f}")
print(f"drain bias {drain_bias} V, thickness {thickness:.0f} nm")
print(f"kT layer {layer:.0f} nm, mobility {mobility:.0f} cm2/Vs")
for d in DIMS:
    print(f"{d}D flux mean {flux_mean[d]:.4f} kT"
          f" = {1e3*kT*flux_mean[d]:.1f} meV")
    print(f"{d}D mean of electrons present {present_mean[d]:.4f} kT"
          f" = {1e3*kT*present_mean[d]:.1f} meV")
    print(f"{d}D random gas, crossing mean {counted[d]:.3f}"
          f" +- {counted_error[d]:.3f} kT")
print(f"tilted ellipsoid, 3D flux mean {ellipsoid_mean:.4f} kT")
print(f"mode sum, width {thickness:.0f} nm: {narrow:.4f} kT")
print(f"mode sum, width 1000 nm: {wide2:.4f} kT")
print(f"mode sum, 1000 x 1000 nm: {wide3:.4f} kT")
print(f"injection velocity {v_inj*100:.3e} cm/s")
print(f"film electron density at plane {density*1e-4:.3e} 1/cm2")
print(f"film current {current:.3f} uA/um")
print(f"power above band edge {power:.4f} uW/um")
print(f"heat per electron from source {barrier+ideal[2]*kT:.4f} eV")
print("shifts of the mean energy by neglected effects:")
for d in DIMS:
    print(f"{d}D degeneracy {percent(degenerate[d], d):+.2f} %")
print(f"2D nonparabolicity {percent(film_one, 2):+.2f} %")
print(f"3D nonparabolicity {percent(bulk_mean, 3):+.2f} %")
print(f"film subband spacing {film_gap:.3f} eV")
print(f"2D second subband {100*(film_two-film_one)/ideal[2]:+.2f} %")
print(f"wire subband spacing {wire_gap:.3f} eV")
print(f"1D next subband pair {100*wire_shift:+.2f} %")
print(f"barrier-top hbar*omega {1e3*hw:.1f} meV")
print(f"longitudinal mean with tunnelling {long_tunnel:.3f} kT")
for d in DIMS:
    print(f"{d}D tunnelling {percent(ideal[d]-1+long_tunnel, d):+.1f} %")
print(f"mean free path {lam:.1f} nm")
print(f"transmission of kT layer {pass_prob:.3f}")
for d in DIMS:
    print(f"{d}D backscattering, path ~ E: {percent(scattered[d], d):+.1f} %")
print("tests ok")
```

It prints:

```
temperature 300 K, kT = 25.85 meV
mass 0.05 m0, alpha 1.2 1/eV
barrier above source Fermi level 0.10 eV
eta = -3.868, exp(eta) = 0.0209
drain bias 0.5 V, thickness 8 nm
kT layer 10 nm, mobility 2000 cm2/Vs
1D flux mean 1.0000 kT = 25.9 meV
1D mean of electrons present 0.5000 kT = 12.9 meV
1D random gas, crossing mean 0.995 +- 0.004 kT
2D flux mean 1.5000 kT = 38.8 meV
2D mean of electrons present 1.0000 kT = 25.9 meV
2D random gas, crossing mean 1.501 +- 0.005 kT
3D flux mean 2.0000 kT = 51.7 meV
3D mean of electrons present 1.5000 kT = 38.8 meV
3D random gas, crossing mean 1.997 +- 0.006 kT
tilted ellipsoid, 3D flux mean 2.0000 kT
mode sum, width 8 nm: 1.0000 kT
mode sum, width 1000 nm: 1.5000 kT
mode sum, 1000 x 1000 nm: 2.0000 kT
injection velocity 2.406e+07 cm/s
film electron density at plane 1.128e+10 1/cm2
film current 2.175 uA/um
power above band edge 0.0843 uW/um
heat per electron from source 0.1388 eV
shifts of the mean energy by neglected effects:
1D degeneracy +0.52 %
2D degeneracy +0.37 %
3D degeneracy +0.26 %
2D nonparabolicity +1.18 %
3D nonparabolicity +2.92 %
film subband spacing 0.231 eV
2D second subband +0.09 %
wire subband spacing 0.207 eV
1D next subband pair +0.54 %
barrier-top hbar*omega 28.1 meV
longitudinal mean with tunnelling 0.900 kT
1D tunnelling -10.0 %
2D tunnelling -6.7 %
3D tunnelling -5.0 %
mean free path 43.0 nm
transmission of kT layer 0.811
1D backscattering, path ~ E: +24.5 %
2D backscattering, path ~ E: +15.6 %
3D backscattering, path ~ E: +11.3 %
tests ok
```
